# Solving the phonon response in metals: mixing, Kerker preconditioning and GMRES

## Definitions and conventions

In a linear-response calculation of phonons and electron-phonon vertices, the first-order potential must be brought to self-consistency. This guide derives how simple mixing, the Kerker factor and GMRES perform this task at small phonon wave vector $q$.

Hartree atomic units are used. The ions are displaced by $u\,e^{iqR}$, with $R$ the equilibrium position. The response has components at $Q=q+G$, with $G$ a reciprocal lattice vector, and $0<|q|$ lies within the first zone. Potentials are electron potential energies. The symbols are:

- $b_Q$, the bare vertex: the change of the ionic potential per unit $u$;
- $x_Q$, the screened vertex: the change of the total potential per unit $u$;
- $v_Q=4\pi/Q^2$, the Coulomb kernel, as a diagonal matrix;
- $\chi_0$, the static density response of independent electrons, and $X=-\chi_0$.

A common factor $i$ is removed from $b$ and $x$. Electrons interact through the Hartree potential; exchange and correlation are left out until the last section. The electronic temperature is finite and the ground state is stable.

## The self-consistent loop is a linear system

A change $x$ of the total potential induces the electron density $\chi_0x$. This density produces the potential $v\chi_0x$, which adds to the ionic part:

$$x=b+v\chi_0x\quad\Longrightarrow\quad \varepsilon x=b,\qquad \varepsilon=1-v\chi_0=1+vX .$$

This is the Dyson equation of the screened vertex. Each product $\varepsilon y$ needs one application of $\chi_0$, the costly operation. Costs are therefore counted in such applications.

The sign of $X$ decides everything that follows, so it is derived here. Let $H$ be the one-electron Hamiltonian with states $n$ and energies $e_n$, and let $F(H)$ be the density operator, with $F$ a decreasing occupation function. After a static perturbation $\delta H$ the new density operator still commutes with the new Hamiltonian. To first order,

$$[H,\delta F]+[\delta H,F]=0 .$$

Its matrix element is $(e_m-e_n)\delta F_{mn}+\delta H_{mn}(F_n-F_m)=0$, hence

$$\delta F_{mn}=\frac{F_m-F_n}{e_m-e_n}\,\delta H_{mn},$$

with the quotient replaced by $F'(e)$ for equal energies. The chemical potential does not change to first order, because a perturbation with $q\ne0$ adds no electrons. Put $\delta H=\sum_{Q'}x_{Q'}e^{iQ'r}$ and take the density component $\delta n_Q=\Omega^{-1}\mathrm{tr}(e^{-iQr}\delta F)$, with $\Omega$ the normalization volume. With $w_{mn}=-(F_m-F_n)/(e_m-e_n)\ge0$ this gives

$$X_{QQ'}=\frac1\Omega\sum_{mn}w_{mn}\langle n|e^{-iQr}|m\rangle\langle m|e^{iQ'r}|n\rangle ,$$

$$x^\dagger Xx=\frac1\Omega\sum_{mn}w_{mn}\Big|\sum_{Q}x_{Q}\langle m|e^{iQr}|n\rangle\Big|^2\ge0 .$$

The matrix $\varepsilon$ is not symmetric, but it is similar to a symmetric one:

$$\varepsilon=v^{1/2}(1+S)v^{-1/2},\qquad S=v^{1/2}Xv^{1/2}\ge0 .$$

Its eigenvalues $\lambda$ are thus real and at least 1.

## Why simple mixing fails at small q

Simple mixing with step $\alpha$ is $x_{n+1}=x_n+\alpha(b-\varepsilon x_n)$. Insert $b=\varepsilon x$ and subtract the solution $x$. The error $d_n=x_n-x$ obeys

$$d_{n+1}=(1-\alpha\varepsilon)d_n .$$

Each eigencomponent is multiplied by $1-\alpha\lambda$ per step. The iteration converges from every start if and only if $|1-\alpha\lambda|<1$ for all $\lambda$, which means $0<\alpha<2/\lambda_{\max}$.

To find $\lambda_{\max}$, separate the component $G=0$ from the rest. Write $S=B^\dagger B$ with $B=[\,\beta_0,B_1]$, where $\beta_0$ is the column for $G=0$. The nonzero eigenvalues of $B^\dagger B$ and $BB^\dagger$ agree, and $BB^\dagger=\beta_0\beta_0^\dagger+B_1B_1^\dagger$. The triangle inequality for the norm gives the upper bound below. The lower bound is the expectation value of $S$ in the component $G=0$:

$$1+S_{00}\le\lambda_{\max}\le1+S_{00}+\|S_{\rm rest}\|,\qquad S_{00}=\frac{4\pi X_{00}}{q^2}.$$

The block $S_{\rm rest}$ contains only $|q+G|$ that stay away from zero, so its norm is bounded as $q\to0$. In $X_{00}$ the overlaps $\langle n|e^{-iqr}|m\rangle$ then tend to zero between different bands and to one within a band, where $w\to-F'(e)$. The sum becomes the change of electron density with chemical potential at fixed potential:

$$X_{00}\to N_F=\frac{dn}{d\mu},\qquad \lambda_{\max}=\frac{\kappa^2}{q^2}+O(1),\qquad \kappa^2=4\pi N_F .$$

The correction to $X_{00}$ is of order $q^2$ in a crystal with inversion symmetry at finite temperature, so it too contributes only to the bounded part.

Physically, a long-wave error of the potential induces a density of about $N_F$ times the error, however small $q$ is. The Coulomb kernel $4\pi/q^2$ turns this finite density into a potential of opposite sign, about $\kappa^2/q^2$ times as large as the error. A full step therefore overshoots. With the estimate $\lambda_{\max}\approx1+\kappa^2/q^2$, the stability limit $\lambda_{\max}=2/\alpha$ lies at

$$q_c\approx\kappa\sqrt{\frac{\alpha}{2-\alpha}} .$$

Simple mixing therefore does not diverge for every step. It diverges for a fixed step once $q<q_c$.

Reducing the step restores convergence at a price. The largest of the factors $|1-\alpha\lambda|$ is smallest when both ends of the spectrum give the same magnitude, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$. Hence $\alpha=2/(\lambda_{\min}+\lambda_{\max})$, and the factor is $(c-1)/(c+1)$ with $c=\lambda_{\max}/\lambda_{\min}$. For large $c$ its logarithm is about $-2/c$, so reducing the error by $\eta$ takes about $(c/2)\ln(1/\eta)$ steps. This grows as $1/q^2$.

## What the Kerker factor changes

The Kerker preconditioner multiplies the residual by

$$P_Q=\frac{Q^2}{Q^2+k_0^2},$$

and the system becomes $P\varepsilon x=Pb$, with the same solution. Since $Pv=4\pi/(Q^2+k_0^2)$, define $W=(Q^2+k_0^2)/4\pi$ and obtain

$$P\varepsilon=Pv\,(v^{-1}+X)=W^{-1}(v^{-1}+X).$$

An eigenvector $y$ with eigenvalue $\mu_P$ satisfies $(v^{-1}+X)y=\mu_PWy$. Multiplication by $y^\dagger$ gives

$$\mu_P=\frac{y^\dagger v^{-1}y+y^\dagger Xy}{y^\dagger v^{-1}y+(k_0^2/4\pi)\,y^\dagger y}.$$

A ratio of sums of non-negative terms does not exceed the larger of the separate ratios. Therefore

$$0<\mu_P\le\max\left(1,\frac{4\pi X_{\max}}{k_0^2}\right),$$

where $X_{\max}$ is the largest eigenvalue of $X$. No $1/q^2$ is left.

The lower edge needs the metal. At $q=0$ the term $y^\dagger v^{-1}y$ vanishes only if $y$ has nothing but its $G=0$ component, and then $y^\dagger Xy=N_F|y_0|^2>0$. The numerator is positive for every $y\neq0$, so for a finite set of $G$ the lowest eigenvalue tends to a positive number. That number depends on the cell. If the cell contains a vacuum or insulating layer of thickness $d$, a $y$ confined to a vacuum layer has $Xy\approx0$, and the ratio falls to about $(\pi/d)^2/k_0^2$; an insulating layer raises this only by its dielectric constant.

The choice of $k_0$ follows from the same ratio. For $y$ along $G=0$ it tends to $\kappa^2/k_0^2$, which lies between the smallest and the largest $\mu_P$. If $k_0^2<\kappa^2/2$, the largest eigenvalue exceeds 2 at small $q$, and preconditioned mixing with step 1 diverges. If $k_0^2$ is far above $\kappa^2$, the lowest eigenvalue is at most $\kappa^2/k_0^2$ and convergence is slow. A free-electron estimate needs the density alone: $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2$ give $dn/d\mu=k_F/\pi^2$, so $k_0^2=4k_F/\pi$.

## What GMRES changes

GMRES needs no step length. Write the system as $Ax=r_0$, with $A=\varepsilon$, $r_0=b$ or $A=P\varepsilon$, $r_0=Pb$, and start from zero.

1. Set $z_1=r_0/\|r_0\|$.
2. Apply $A$ to the newest vector $z_m$, orthogonalize the result against $z_1,\dots,z_m$, and normalize it to $z_{m+1}$. With the $z_j$ as columns of $Z$ and the coefficients in $h$, this reads $AZ_m=Z_{m+1}h$.
3. Take $x_m=Z_my$ with $y$ minimizing $\|r_0-AZ_my\|=\big\|\,\|r_0\|e_1-hy\,\big\|$, where $e_1$ is the first unit vector. The two norms agree because the columns of $Z_{m+1}$ are orthonormal.
4. Stop when the residual is small enough; otherwise return to 2.

The residual after $m$ steps is $p(A)r_0$, where $p$ is the polynomial of degree at most $m$ with $p(0)=1$ that makes it smallest. Suppose one eigenvalue $\lambda_{\max}$ lies far above a cluster. The trial polynomial

$$p(\lambda)=\left(1-\frac{\lambda}{\lambda_{\max}}\right)\tilde p(\lambda)$$

removes the outlier, and its first factor is at most 1 on the cluster. In the bound on the residual the outlier thus costs one extra step. The bound also contains the condition number of the eigenvectors, which for $\varepsilon$ is at most that of $v^{1/2}$, of order $1/q$. With a fixed convergence factor on the cluster, this can add steps growing as $\ln(1/q)$.

So plain GMRES does not share the divergence of simple mixing, and for one phonon in a short unit cell, where no $|q+G|$ with $G\ne0$ lies far below $\kappa$, the Kerker factor need not save steps. It still changes the meaning of the residual. With $r=r_0-Ax_m$ the error is $A^{-1}r$ in magnitude, so

$$\frac{\|x_m-x\|}{\|x\|}\le C\,\frac{\|r\|}{\|r_0\|},\qquad C=\frac{\|A^{-1}\|\,\|r_0\|}{\|x\|}.$$

Without $P$, $\|r_0\|$ grows as $1/q$ through $b_0$, while the norms of $x$ and $\varepsilon^{-1}$ tend to finite, nonzero limits in a metal. Hence $C\propto1/q$. With $P$, the long-wave part of $Pb$ vanishes as $q$, and $C$ stays bounded.

## A metal small enough to check

The example is a model metal: planes of ion charge, smeared by a Gaussian of width $w=0.5$ bohr, at a spacing $a=4$ bohr. The electron density has $r_s=2$ bohr, so $n_0=3/(4\pi r_s^3)=0.02984$ bohr$^{-3}$, and $kT=0.02$ hartree. Electrons move freely within the planes. Perturbations vary only along the stacking axis, so the in-plane momentum $p$ is conserved and can be integrated out. With $d^2p=2\pi\,dE$ and $E=p^2/2$,

$$F(e)=2\int\frac{d^2p}{(2\pi)^2}f(e+E)=\frac1\pi\int_0^\infty f(e+E)\,dE=\frac{kT}{\pi}\ln\left(1+e^{(\mu-e)/kT}\right),$$

where $f$ is the Fermi function. The normalization volume $\Omega$ becomes a length, and the kernel remains $4\pi/Q^2$.

A displacement changes the ionic density by $-iQn_0e^{-Q^2w^2/2}u$. Multiplication by $-4\pi/Q^2$, negative because electrons are attracted, and removal of $iu$ give

$$b_Q=\frac{4\pi n_0}{Q}\,e^{-Q^2w^2/2}.$$

The Hartree ground state gives $N_F=0.09263$ hartree$^{-1}$ bohr$^{-3}$ and $\kappa^2=1.164$ bohr$^{-2}$. The free-electron estimate, $k_0^2=1.222$ bohr$^{-2}$, is close enough to serve.

The linear system was tested against a separate nonlinear calculation of six planes displaced by a small sine wave, with $q=G_1/6$ and $G_1=2\pi/a$. The vertices differ by $1.6\times10^{-6}$ relative to the norm of the whole vector.

For simple mixing with $\alpha=0.3$ the results are:

| $G_1/q$ | $\lambda_{\max}$ | error factor per step |
|---:|---:|---:|
| 3 | 5.20 | 0.690 |
| 6 | 17.8 | 4.34 |
| 24 | 272.5 | 80.8 |
| 96 | 4348 | 1304 |

The second row follows from $0.3\times17.806-1=4.342$. The tabulated factor is the ratio of the last two error norms in a run of at most 60 steps. In the first row $\alpha\lambda_{\max}=1.56<2$, and the iteration converges; because every $\lambda\ge1$ and $\alpha\lambda_{\max}-1=0.56$ is below $1-\alpha=0.7$, each eigencomponent shrinks at least by the factor 0.7 per step. At $q=G_1/96$ the product $\lambda_{\max}q^2$ is 1.1642 bohr$^{-2}$, against $\kappa^2=1.1640$ bohr$^{-2}$ from the bands. The estimate $q_c\approx1.079\sqrt{0.3/1.7}=0.453$ bohr$^{-1}$ compares with 0.451 bohr$^{-1}$ from the full matrix. Iterations 3% below and above the latter value diverged and converged, as they should.

The next table counts steps until the true error is below $10^{-8}$ of the solution. A direct solution is available here because the matrices have 15 rows.

| $G_1/q$ | best simple | Kerker mixing | GMRES | Kerker GMRES |
|---:|---:|---:|---:|---:|
| 6 | 156 | 9 | 6 | 6 |
| 24 | 2292 | 9 | 6 | 6 |
| 96 | 36221 | 9 | 6 | 5 |

From $G_1/48$ to $G_1/96$ the count of the best simple mixing rises from 9080 to 36221, a factor 3.99 for half the wave vector. With $\lambda_{\min}\approx1$, the estimate $(4348/2)\ln10^8\approx40000$ is about 10% above the count; it ignores how the initial error is distributed over the eigenvectors. The Kerker spectrum at $G_1/96$ runs from 0.814 to 1.044, so mixing with step 1 reduces every eigencomponent at least by the factor 0.186.

Plain GMRES is already as good as Kerker GMRES to within one step. The difference lies in $C$. Between $G_1/48$ and $G_1/96$ it doubles from 61 to 121 without $P$, and stays at 1.14 with $P$. To guarantee a relative error of $10^{-8}$ at the smaller $q$, the plain relative residual must reach about $8\times10^{-11}$.

## Many small wave vectors: the supercell

Now displace one plane in a supercell of $N$ planes and subtract the mean displacement. The pattern $\delta_{R,0}-1/N$ has the Fourier amplitude $1/N$ at every $q_j=jG_1/N$ with $j\ne0$, and none at $j=0$. The undisturbed crystal is periodic, so the linear system splits into one block for each $q_j$, but GMRES treats all blocks together.

Eigenvalues above a threshold $\Lambda\gg1$ belong to wave vectors $|q_j|$ below roughly $\kappa/\sqrt\Lambda$, and their number is proportional to $N$. One polynomial must now deal with many separate outliers. With the Kerker factor all blocks have their spectra in a common interval.

| planes | GMRES | Kerker GMRES |
|---:|---:|---:|
| 6 | 11 | 7 |
| 12 | 17 | 7 |
| 24 | 27 | 7 |
| 48 | 39 | 7 |

Compared with plain GMRES, the Kerker factor here saves applications of $\chi_0$, and in the table the saving grows with the number of planes.

## Two limits for checking a converged vertex

A converged residual can be supplemented by physical checks. For $q\to0$ the crystal is locally shifted. The potential $V(r-u)$ differs from $V(r)$ by $-u\,V'(r)$, whose component is $-iGV_Gu$. Hence $x_G\to-GV_G$ for $G\ne0$. Inversion symmetry gives $x_{-G}(q)=-x_G(-q)$, so the combination $(x_G-x_{-G})/2$ is even in $q$ and free of the linear correction. At $G_1$ and $q=G_1/96$ it is 0.1294 hartree/bohr, and so is $-G_1V_{G_1}=1.5708\times0.08236$.

The component $G=0$ measures strain. The local strain is $s=iqu$, and the chemical potential must be uniform. If $\mu(s)$ is measured from the local mean potential, that mean must shift by $-(d\mu/ds)s$. Removing $iu$ gives

$$x_0\to Dq,\qquad D=-\frac{d\mu}{ds}.$$

For uniform electrons $n=n_0(1-s)$, so $D=n_0/N_F$. The same follows from $b_0/(1+\kappa^2/q^2)\to(4\pi n_0/q)(q^2/4\pi N_F)$. With the numbers of the crystal this would be 0.322 hartree. The full response gives $D=0.3286$ hartree (8.94 eV), and separate calculations of strained crystals give 0.3287 hartree. At $q=G_1/96$ the bare vertex is 22.9 hartree/bohr and the screened one 0.00538 hartree/bohr: the first diverges as $1/q$, the second vanishes as $q$.

## Insulators: leave the Kerker factor out

If every band is full or empty, $w$ vanishes within a band, and the overlaps between different bands are of order $q$. Then $X_{00}\propto q^2$, $S_{00}$ is finite, and the largest stable step of simple mixing stays away from zero as $q\to0$.

The Kerker factor now creates a small eigenvalue, which slows mixing. Define $\varepsilon_M=1/(\varepsilon^{-1})_{00}$, the macroscopic dielectric constant as $q\to0$. The inverse of $P\varepsilon$ is $(v^{-1}+X)^{-1}W=\varepsilon^{-1}vW$, which is similar to the symmetric matrix $T=W^{1/2}\varepsilon^{-1}vW^{1/2}$ with

$$T_{00}=\frac{4\pi}{\varepsilon_Mq^2}\,\frac{q^2+k_0^2}{4\pi}=\frac{k_0^2}{\varepsilon_Mq^2}+\frac1{\varepsilon_M}.$$

Because $X\ge0$, $(v^{-1}+X)^{-1}\le v$, so the block of $T$ with $G\ne0$ is bounded. The two-sided bound used for $S$ applies again: the largest eigenvalue of $T$ is $T_{00}$ plus a bounded amount. Its reciprocal is the lowest eigenvalue of $P\varepsilon$, which tends to $\varepsilon_Mq^2/k_0^2$.

To test this, the same minibands were given a filled lowest band and empty others, as in decoupled insulating chains. This is a contrast for the response spectrum, not a self-consistent ground state. From $G_1/48$ to $G_1/96$, $\lambda_{\max}$ stays near 10, while the lowest Kerker eigenvalue falls from 0.0077 to 0.0019. The formula gives $8.896\times(0.01636)^2/1.222=0.0019$ at the smaller $q$.

## Choosing the setting

- **Bulk metal, one phonon, short unit cell:** use GMRES, or Kerker mixing if only mixing is offered. In a long unit cell several $|q+G|$ lie below $\kappa$ even for one $q$, and the next rule applies. Simple mixing is safe only for $\alpha<2/\lambda_{\max}$, roughly $2q^2/\kappa^2$ at small $q$.
- **Long cell filled with metal:** use GMRES with the Kerker factor. This does not extend to slabs with vacuum or to cells with thick insulating layers: there the factor creates small eigenvalues, of order $(\pi/d)^2/k_0^2$ for a vacuum of thickness $d$, and it can cost more steps than it saves.
- **Value of $k_0^2$:** start from $4k_F/\pi$. If mixing with step 1 diverges at small $q$, a value below $\kappa^2/2$ is a possible cause; raise it.
- **Tolerance in a metal:** without $P$, a guaranteed relative error needs a relative residual tightened in proportion to $q$ at small $q$; $C$ is an upper bound, and the actual error can be smaller. With $P$, a fixed tolerance serves if the metal fills the cell.
- **Insulator:** omit the Kerker factor at small $q$, meaning $q$ below roughly $k_0/\varepsilon_M$, where the ratio $k_0^2/\varepsilon_Mq^2$ with the factor exceeds the ratio of order $\varepsilon_M$ without it; at larger $q$ the factor can still help mixing. There is no $1/q^2$ eigenvalue to remove, and with the factor the ratio $c$, and hence the step count of mixing, grows as $1/q^2$.
- **The point $q=0$:** omit the $G=0$ component, whose Coulomb kernel is undefined; the formulas for small $q$ do not apply to it. In a metal the chemical potential may then change to first order, and this change must be chosen so that the electron number stays fixed.

A local exchange-correlation kernel $f$ replaces $v$ by $v+f$. The eigenvalues are then those of $1+X^{1/2}(v+f)X^{1/2}$ and remain real. If $f$ is bounded, they shift by a bounded amount, so the law $\kappa^2/q^2$ survives. The lower bound of 1 does not. If the electrons at fixed ions approach an instability against a charge-density perturbation with this $q$, an eigenvalue approaches zero, and the Kerker factor, built for the long-wave Coulomb divergence, does not remove that difficulty. The values computed above are listed in the numerical output.

## Computed values

```
r_s 2.0 bohr, plane spacing 4.0 bohr, ion width 0.5 bohr
kT 0.02 hartree, k points 96, response components 15
mean density 0.029842 bohr^-3, G1 1.57080 bohr^-1
Fermi level above mean potential 0.44844 hartree
potential component V(G1) -0.08236 hartree
N_F 0.092626 hartree^-1 bohr^-3
kappa^2 = 4 pi N_F 1.16397 bohr^-2
Kerker k0^2 1.22177 bohr^-2
frozen phonon q=G1/6: vertex(G=0) 0.080894 hartree/bohr
Dyson system  q=G1/6: vertex(G=0) 0.080894 hartree/bohr
relative difference of the whole vectors 1.6e-06
G1/q  q(bohr^-1)  lambda_max  alpha_max  growth per step at alpha=0.3
  3  0.52360  5.200  0.384592  0.6900
  6  0.26180  17.806  0.112323  4.3417
 12  0.13090  68.725  0.029102  19.6174
 24  0.06545  272.515  0.007339  80.7546
 48  0.03272  1087.682  0.001839  325.3047
 96  0.01636  4348.350  0.000460  1303.5050
G1/q  Kerker spectrum  steps: best mix, Kerker mix, GMRES, Kerker GMRES
  3  0.8083-1.0385  46  10  6  6
  6  0.8015-1.0411  156  9  6  6
 12  0.8110-1.0428  588  9  6  6
 24  0.8135-1.0433  2292  9  6  6
 48  0.8141-1.0435  9080  9  6  6
 96  0.8143-1.0435  36221  9  6  5
lambda_max q^2 at G1/96 1.16418 bohr^-2
bound on (relative error)/(relative residual), q=G1/48 and G1/96:
  plain 60.54, 121.24; Kerker 1.137, 1.136
critical q at alpha=0.3: 0.4506, estimate 0.4532 bohr^-1
q=G1/96 bare vertex(G=0) 22.9175 hartree/bohr
q=G1/96 screened vertex(G=0) 0.005377 hartree/bohr
D from response 0.32860 hartree = 8.942 eV
D from strained crystals 0.32869 hartree
odd part of vertex at G1 0.129367, -G1 V(G1) 0.129367 hartree/bohr
planes in supercell, GMRES steps, Kerker GMRES steps
  6  11  7
 12  17  7
 24  27  7
 48  39  7
insulating contrast: G1/q, lambda_max, lowest Kerker eigenvalue, eps_M
 48  10.1104  0.007693  8.7933
 96  10.2396  0.001948  8.8959
```
